# Dipole photoabsorption from Fermi's golden rule, with molecular hydrogen at 13.5 nm

## 1. The result

Let an electron in a bound state $|i\rangle$ of energy $E_i$ absorb a photon of angular frequency $\omega$ and enter the continuum. For weak, linearly polarized light with a wavelength long compared with the orbital, the cross section is

$$
\sigma(\omega)=4\pi^2\alpha\,\omega\sum_c|\langle f_c|\mathbf e\cdot\mathbf r|i\rangle|^2\rho_c(E_f),\qquad E_f=E_i+\omega .
\tag{1}
$$

Hartree atomic units are used: $\hbar=m_e=e=1$, and the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant. The unit vector $\mathbf e$ is the polarization. The index $c$ labels the open channels, for example the angular momenta of the outgoing electron. Each $|f_c\rangle$ is normalized to one in a large box, and $\rho_c$ is the number of box states per unit energy.

The units agree: $\omega$ is an energy, the squared matrix element an area and $\rho_c$ an inverse energy, so $\sigma$ is an area.

The factor $\omega$ does not mean that absorption grows with photon energy. The matrix element and the density also depend on $E_f$, and in the examples below their fall outweighs the rise of $\omega$.

## 2. The coupling to light

The electric field is $\mathbf eF\cos(\mathbf q\cdot\mathbf r-\omega t)$, with wavenumber $q=\alpha\omega$. If $qr\ll1$ over the bound orbital, the spatial phase can be dropped. The force on an electron of charge $-1$ is then $-\mathbf eF\cos\omega t$, which follows from the potential energy

$$
W(t)=F\,\mathbf e\cdot\mathbf r\cos\omega t .
$$

The neglected terms change the total cross section of a centrosymmetric system in second order in $q$. The number $(\alpha\omega)^2\langle r^2\rangle$ gives only a rough scale, because the coefficient of $q^2$ depends on the states and on the energy. For hydrogen far above threshold the relative change approaches $2\alpha^2\omega\approx(\alpha k)^2$, with $k$ the speed of the outgoing electron. It grows as $\omega$, not as $\omega^2$, and is smaller than that scale. Terms of first order in $q$ lead to final states of the other parity, so they do not interfere with the dipole term in the total.

## 3. From amplitude to rate

Write $\omega_f=E_f-E_i$ and $d_f=\langle f|\mathbf e\cdot\mathbf r|i\rangle$. With the initial amplitude kept at one, first-order perturbation theory gives

$$
i\dot c_f=Fd_f\cos(\omega t)\,e^{i\omega_ft}
=\frac{Fd_f}{2}\left[e^{i(\omega_f-\omega)t}+e^{i(\omega_f+\omega)t}\right].
$$

On integration the second exponential acquires the denominator $\omega_f+\omega$ and stays bounded. The first grows near resonance. Keeping it, with $\Delta=\omega_f-\omega$,

$$
c_f(t)=-\frac{iFd_f}{2}\int_0^t e^{i\Delta t'}dt'
=-\frac{iFd_f}{2}\,e^{i\Delta t/2}\,\frac{\sin(\Delta t/2)}{\Delta/2},
$$

$$
P_f(t)=|c_f|^2=\frac{F^2|d_f|^2}{4}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.
$$

The box states are closely spaced, so their sum becomes an integral with weight $\rho$. If $|d_f|^2\rho$ varies little across the peak, it can be taken outside. The substitution $x=\Delta t/2$ gives the area of the peak:

$$
\int_{-\infty}^{\infty}\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}\,d\Delta
=2t\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=2\pi t .
$$

The total probability is therefore proportional to time, and for one channel the rate is

$$
\Gamma=\frac{F^2}{4}\,2\pi|d_f|^2\rho=\frac{\pi}{2}F^2|d_f|^2\rho .
\tag{2}
$$

Three conditions on time enter. The peak, of width about $2\pi/t$, must be narrow compared with the energy over which the spectrum changes. It must also be wider than the spacing of the box levels, which requires $t<2\pi\rho$. Finally, $\Gamma t\ll1$, so that the initial state is hardly depleted. The second condition has a simple meaning: with the density found in section 5, $2\pi\rho\approx2L/k$ is the time an electron of speed $k$ needs to reach the wall at distance $L$ and return.

## 4. From rate to cross section

The cycle-averaged energy flux is $I=\tfrac12\varepsilon_0cF^2$. In these units $\varepsilon_0=1/(4\pi)$ and $c=1/\alpha$, so

$$
I=\frac{F^2}{8\pi\alpha}.
$$

Each transition removes energy $\omega$ from the light. The cross section is absorbed power divided by flux:

$$
\sigma=\frac{\omega\Gamma}{I}
=\omega\,\frac{\pi}{2}F^2|d_f|^2\rho\,\frac{8\pi\alpha}{F^2}
=4\pi^2\alpha\,\omega|d_f|^2\rho .
$$

The field strength cancels, as it must for one-photon absorption. Different channels are orthogonal final states, so their probabilities add, which gives (1).

## 5. What the density of states means

Neither $|d_f|^2$ nor $\rho$ has a physical value alone, because both depend on the box. Consider a radial function $u(r)$, equal to $r$ times the radial part of the wavefunction, which vanishes at $r=L$. Outside an ion of charge one it approaches

$$
u(r)\simeq\sqrt{\frac2L}\,\sin\!\left[kr+\frac{\ln(2kr)}{k}-\frac{l\pi}{2}+\delta_l\right],
\qquad k=\sqrt{2E}.
$$

The amplitude follows from normalization, since $\sin^2$ averages to one half over a long box. The boundary condition sets the phase at $L$ equal to $n\pi$. Differentiating with respect to $k$ gives

$$
\pi\frac{dn}{dk}=L+\frac{1-\ln(2kL)}{k^2}+\frac{d\delta_l}{dk}.
$$

Since $dE=k\,dk$, the density for large $L$ is $\rho=dn/dE\approx L/(\pi k)$. The Coulomb correction grows only as $\ln L$, so its relative size vanishes. The product of squared amplitude and density tends to

$$
\frac2L\,\frac{L}{\pi k}=\frac{2}{\pi k}.
$$

One may therefore use a continuum function of asymptotic amplitude $\sqrt{2/(\pi k)}$ and set $\rho=1$ in (1). Such a function is called energy-normalized. Using it together with a separate density of states would count the density twice.

**Behaviour at threshold.** If the electron leaves a neutral residue with a short-range potential, the size of its inner wave varies with $k$ as that of the free wave does, provided there is no resonance at threshold. The shape inside the potential may differ. For small $kr$ the energy-normalized free wave is

$$
u_E\simeq\sqrt{\frac{2}{\pi k}}\,\frac{(kr)^{l+1}}{(2l+1)!!},
\qquad\text{so}\qquad \sigma\propto k^{2l+1}.
$$

The cross section then starts from zero. Outside a positive ion the local momentum is $p(r)=\sqrt{2(E+1/r)}$. Where it varies slowly over a wavelength, the squared amplitude is $2/[\pi p(r)]$. As $E\to0$ this tends to $2/(\pi\sqrt{2/r})$, which is finite. The inner wave therefore stays finite, and so in general does $\sigma$ at threshold. At fixed $k$ and for a large enough box, the density is close to $L/(\pi k)$ in both cases; the difference then lies in the matrix element. The box must be made large before $k$ is made small, because the logarithmic term above grows as $1/k^2$.

## 6. Velocity form and sum rule

Let both states belong to one Hamiltonian $H=-\tfrac12\nabla^2+V(\mathbf r)$ with a local potential. The potential commutes with $x$, while for any function $g$

$$
[H,x]g=-\tfrac12\left[\nabla^2(xg)-x\nabla^2g\right]=-\partial_xg .
$$

Taking the matrix element between the two eigenstates gives

$$
\omega_f\langle f|x|i\rangle=-\langle f|\partial_x|i\rangle .
\tag{3}
$$

At resonance $\omega_f=\omega$, so (1) may also be written, per channel, as

$$
\sigma=\frac{4\pi^2\alpha}{\omega}\,|\langle f|\mathbf e\cdot\nabla|i\rangle|^2\rho .
$$

The prefactor is now $1/\omega$. This shows again that the prefactor alone does not fix the energy dependence of the cross section.

A second commutator gives a sum rule. Expanding it and using $H|i\rangle=E_i|i\rangle$,

$$
\langle i|[x,[H,x]]|i\rangle
=\langle i|2xHx-x^2H-Hx^2|i\rangle
=2\langle i|x(H-E_i)x|i\rangle .
$$

The left side is $\langle i|[x,-\partial_x]|i\rangle=1$. Inserting a complete set of states on the right gives

$$
2\sum_f\omega_f|\langle f|x|i\rangle|^2=1 ,
\tag{4}
$$

where the sum includes bound and continuum states.

## 7. Hydrogen: the factors in numbers

For the hydrogen ground state, take a box of length 121 bohr and a state reached with $\omega=1.0104$ hartree. Its energy is $0.5104$ hartree, so $k=1.010$. The leading estimate $L/(\pi k)$ is 38.1 states per hartree. The logarithmic term lowers it to 36.7, and the counted density is 36.9. With the computed squared dipole, (1) gives

$$
\sigma=0.28809\times1.0104\times(3.0056\times10^{-3})\times36.907
=0.03229\ \text{bohr}^2,
$$

where $0.28809=4\pi^2\alpha$. Integration with an energy-normalized Coulomb wave, which uses no box, gives the same value to the digits shown.

At $\omega=3.3973$ hartree the cross section is $8.804\times10^{-4}$ bohr$^2$. Between the two energies, in the same box, $\omega$ rises by a factor of 3.36, but the squared dipole falls by 53 and the density by 2.3. The cross section falls by a factor of 37.

The rate can be tested by solving the time-dependent equation without the golden rule. The flux formula of section 4 is used as given and is not tested here. The pulse has $\omega=1$ hartree, peak field $F=0.003$, duration $T=200$ and field envelope $s(t)=\sin^2(\pi t/T)$. The flux follows $s^2$, whose time integral is $3T/8$, so the energy per area is

$$
\frac{F^2}{8\pi\alpha}\,\frac{3T}{8}=3.680\times10^{-3}\ \text{a.u.}
$$

The excited population after the pulse is $1.2278\times10^{-4}$. Multiplying by $\omega$ and dividing by the energy per area gives $\sigma=0.03336$ bohr$^2$, against 0.03326 from (1).

The difference of 0.3 % has the size expected from the finite pulse bandwidth. The variance of the pulse spectrum is

$$
\frac{\int\dot s^2dt}{\int s^2dt}=\frac{\pi^2/(2T)}{3T/8}=\frac{4\pi^2}{3T^2}=3.29\times10^{-4}.
$$

The two Coulomb-wave values near $\omega=1$ give a local law of about $\sigma\propto\omega^{-2.9}$, hence $|d|^2\rho\propto\omega^{-3.9}$. Averaging this curved function over the pulse spectrum raises it by the relative amount $\tfrac12(3.9)(4.9)(3.29\times10^{-4})=0.3\,\%$.

## 8. Molecular hydrogen in an extreme-ultraviolet scanner

Hydrogen at low pressure is used as a background gas in extreme-ultraviolet lithography. At 13.5 nm the photon energy is 91.84 eV, or 3.3751 hartree, well above the ionization energy of H$_2$.

**The model.** The nuclei are fixed 1.40 bohr apart. The ground state is the restricted Hartree–Fock state $\varphi(1)\varphi(2)$ with paired spins. Let $h$ contain the kinetic energy and the nuclear attraction, $J$ the repulsion by one electron in $\varphi$, and $K$ the exchange operator:

$$
(Kg)(\mathbf r)=\varphi(\mathbf r)\int\frac{\varphi(\mathbf r')g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
$$

The Fock operator is $h+2J-K$. Because $K\varphi=J\varphi$, its action on $\varphi$ equals that of $h+J$, which is local. The model uses this same $h+J$ for the outgoing electron, with the other electron frozen in $\varphi$. Equations (3) and (4) then apply. The computed sums in (4) are 0.9999 for polarization along the bond and 1.0001 across it.

**Two electrons and random orientation.** The singlet final state is $[\varphi(1)f(2)+f(1)\varphi(2)]/\sqrt2$. Each electron contributes $d_f/\sqrt2$ to the dipole amplitude, so the total is $\sqrt2\,d_f$ and its square is $2|d_f|^2$. Averaging over orientations gives each of the three axes the weight $1/3$. Let $g_z$ and $g_x$ be the values of $\sum_c|d_c|^2\rho_c$ along and across the bond. The two perpendicular directions are equivalent, hence

$$
\sigma=\frac{8\pi^2\alpha\,\omega}{3}\,(g_z+2g_x).
\tag{5}
$$

The computed strengths are $g_z=1.869\times10^{-4}$ and $g_x=1.3126\times10^{-3}$ bohr$^2$/hartree. Therefore

$$
\sigma=0.19206\times3.3751\times(2.812\times10^{-3})
=1.823\times10^{-3}\ \text{bohr}^2 .
$$

This is $5.10\times10^{-20}$ cm$^2$, or 0.051 Mb, per molecule. The velocity form, with the gradient taken from the Gaussian-basis orbital, gives $1.860\times10^{-3}$ bohr$^2$, which is 2 % higher. Around this energy the model follows $\sigma\propto\omega^{-3.1}$.

The perpendicular directions supply 93 % of the sum. A plane-wave estimate suggests that interference between waves from the two atoms favours them at this energy. With equal spherical orbitals on the two atoms, the velocity form gives a strength proportional to $(\mathbf e\cdot\mathbf k)^2\cos^2(\mathbf k\cdot\mathbf R/2)$. The photoelectron energy of 75.67 eV gives $k=2.36$. For a wave leaving along the bond, $kR/2=1.65$, close to the zero of the cosine at $\pi/2$. With $u$ the cosine of the angle between $\mathbf k$ and the bond, the perpendicular share is
$$
\frac{\int_{-1}^{1}(1-u^2)\cos^2(kRu/2)\,du}{\int_{-1}^{1}\cos^2(kRu/2)\,du}=0.88 ,
$$
against $2/3$ without the interference factor. The estimate is rough, since the computed final states are not plane waves. It gives the direction of the effect at this energy, but it does not show that interference accounts for the whole share, and it should not be used nearer to threshold.

**Optical constants.** In a dilute gas each molecule sees nearly the incident field, so the absorption coefficient is $\mu=n\sigma$, with $n$ the number density. Write the refractive index as $1-\delta+i\beta$. The wave amplitude decays as $e^{-2\pi\beta z/\lambda}$ and the intensity as its square, so

$$
\mu=\frac{4\pi\beta}{\lambda},\qquad \beta=\frac{n\sigma\lambda}{4\pi}.
$$

Take 5 Pa, 300 K and a path of 5 m. The ideal-gas law gives $n=1.207\times10^{15}$ cm$^{-3}$, so $\mu=6.16\times10^{-5}$ cm$^{-1}$ and $\beta=6.6\times10^{-12}$. Over 500 cm the exponent is 0.0308. The transmission is 97.0 %, and the gas absorbs 3.0 % of the light.

## 9. How far the hydrogen number can be trusted

The largest uncertainty comes from the interaction between the electrons. For a singlet final state with a frozen ion, the outgoing electron should feel $h+J+K$. Adding $K$ to the final state alone, and keeping the length form, raises $\sigma$ by 52 %. The estimate builds $K$ from the s part of $\varphi$, which carries 98.6 % of its weight.

This figure is not a reliable correction. The two states now belong to different Hamiltonians, and (3) becomes

$$
-\langle f|\partial_x|\varphi\rangle
=\omega_f\langle f|x|\varphi\rangle-\langle f|Kx|\varphi\rangle ,
$$

so the length and velocity forms no longer agree. A contribution of the same order is also missing. Let $j$ be another one-electron state, with excitation energy $\Delta_j$, and let $K_{jf}=\langle j|K|f\rangle$. To first order, exchange in the final state adds to $d_f$ the terms

$$
\frac{d_jK_{jf}}{\omega-\Delta_j}.
$$

The same repulsion mixes into the ground state configurations with both electrons excited, one in $j$ and one in $f$. In zeroth order each electron moves in the same field $h+J$, so the energy of this configuration above the ground state is $\Delta_j+\omega$. To first order its amplitude is $-\sqrt2K_{jf}/(\omega+\Delta_j)$. The light can return the electron in $j$ to $\varphi$, which leaves the same final state. After division by the common factor $\sqrt2$, both effects together give

$$
d_jK_{jf}\left[\frac1{\omega-\Delta_j}-\frac1{\omega+\Delta_j}\right]
=d_jK_{jf}\,\frac{2\Delta_j}{\omega^2-\Delta_j^2}.
$$

For $\Delta_j\ll\omega$ the two terms nearly cancel. Exchange in the final state alone can thus be misleading at high photon energy. Here the cancellation is only partial. The fraction of the first term that survives is $2\Delta_j/(\omega+\Delta_j)$, about 0.3 for $\Delta_j$ near the ionization energy of 0.6 hartree and more for higher states, so a rise of $\sigma$ of the order of 15 to 20 % may remain. The combined effect was not computed, so 0.051 Mb is the value of the local-field model, and its agreement between length and velocity forms does not measure its physical accuracy.

The other estimates are smaller:

- The correlated vertical ionization energy is 16.44 eV, while the orbital energy gives 16.17 eV. Shifting the model spectrum by the difference, at fixed photon energy, raises $\sigma$ by 1.2 %.
- The frozen orbital and the relaxed ground orbital of the ion have a squared overlap 3.1 % below one. In a sudden picture, and for the uncorrelated Hartree–Fock ground state, this is the share of ions left in other states, which the model does not resolve. Correlation in the ground state changes this share.
- The root-mean-square zero-point displacement of the bond is 0.164 bohr. Averaging $\sigma$ over bonds longer and shorter than 1.40 bohr by this amount raises it by 4.4 %. This is not the net effect of the vibration: anharmonicity also lengthens the mean bond, which lowers $\sigma$ and can offset the rise.
- The retardation scale $(\alpha\omega)^2\langle r^2\rangle$ is $1.6\times10^{-3}$. It is a scale and not a bound.
- A pulse of 5 mJ/cm$^2$ ionizes a fraction $1.7\times10^{-5}$ of the molecules, so depletion is negligible for that pulse.

**Comparison with a real scanner.** A pressure of a few pascal and a path of several metres are rough values for the working regime. A real machine does not have one pressure and temperature along the whole beam. What matters is the number of molecules per area along the path. Doubling it, with $\sigma$ fixed, raises the loss from 3.0 % to 6.0 %. With the gas column fixed instead, a cross section 52 % larger would give a loss of 4.6 %. The model therefore supports a loss of a few per cent under the stated conditions, but not a calibration of the machine. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
HYDROGEN TESTS
box length: 121 bohr
photon energy: 1.0104 hartree
  level density: 36.907 per hartree
  squared dipole: 3.0056e-03 bohr^2
  sigma, box states: 3.22908e-02 bohr^2
  sigma, Coulomb wave: 3.22907e-02 bohr^2
photon energy: 3.3973 hartree
  level density: 15.888 per hartree
  squared dipole: 5.6619e-05 bohr^2
  sigma, box states: 8.80407e-04 bohr^2
  sigma, Coulomb wave: 8.80410e-04 bohr^2
pulse photon energy: 1.00 hartree
pulse peak field: 0.0030 a.u.; duration: 200 a.u.
excited population after pulse: 1.2278e-04
sigma from time evolution: 0.03336 bohr^2
sigma from golden rule: 0.03326 bohr^2
H2 EXAMPLE
wavelength: 13.5 nm; photon energy: 91.84 eV
photon energy: 3.3751 hartree; bond length: 1.40 bohr
orbital energy, grid: -0.59419 hartree
orbital energy, Gaussian basis: -0.59463 hartree
photoelectron energy: 75.67 eV
sum rule, parallel: 0.99989; perpendicular: 1.00005
|d|^2 rho, parallel: 1.86851e-04 bohr^2/hartree
|d|^2 rho, perpendicular: 1.31264e-03 bohr^2/hartree
sigma per molecule, length: 1.82285e-03 bohr^2
sigma per molecule, velocity: 1.85988e-03 bohr^2
sigma, smaller box and fewer channels: 1.81423e-03 bohr^2
sigma, wider energy window: 1.82337e-03 bohr^2
sigma per molecule: 5.1045e-20 cm^2 = 0.0510 Mb
local power of photon energy in sigma: -3.099
pressure: 5.0 Pa; temperature: 300 K
number density: 1.2072e+15 cm^-3; path: 5.0 m
absorption coefficient: 6.1619e-05 cm^-1; beta: 6.6198e-12
transmission: 96.97 %; loss: 3.03 %
NEGLECTED EFFECTS, SEPARATE ESTIMATES
s-wave weight of orbital: 0.9858
final-state exchange, change of sigma: +51.59 %
correlated vertical ionization energy: 16.435 eV
ionization-energy shift, change of sigma: +1.20 %
ion relaxation, 1 - squared overlap: 3.13 %
rms zero-point bond displacement: 0.1644 bohr
zero-point vibration, change of sigma: +4.44 %
retardation scale (alpha omega)^2 <r^2>: 1.56e-03
pulse: 5.0 mJ/cm^2; ionized fraction: 1.73e-05
```
